# Does a tiny Newton update prove that a device simulation has converged?

## Question

I am simulating a thin-film transistor in its off state, with parameters resembling an amorphous In-Ga-Zn-O device. The steady-state solver treats electrons only. Its unknowns are the electrostatic potential and an exponential of the electron quasi-Fermi potential, both made dimensionless. The Poisson rows are in V/m² and the current-balance rows in A.

The last four Newton updates are $1.5\times10^{-2}$, $5.6\times10^{-5}$, $7.8\times10^{-10}$ and $1.1\times10^{-14}$. The norm of all residuals together has dropped to $7\times10^{-16}$ of its starting value. The source and drain currents agree: both are zero. Yet with 0.1 V on the drain, one cell face in mid-channel carries $1.07\times10^{-13}$ A.

The linear systems are solved iteratively, to a relative residual of $10^{-3}$. Is this a converged solution with some numerical noise in the current, or is something wrong?

## Answer

It is not a solution. Your solver has solved Poisson's equation and left the continuity equation unsolved. Small updates, a small combined residual and equal terminal currents do not rule this out.

### What an update measures

Let $F(z)=0$ be the discrete equations, $J$ their Jacobian and $d$ the computed update. An iterative linear solver leaves a misfit $r$:

$$Jd=-F(z)+r .$$

For smooth equations, a Taylor expansion gives the residual after the step:

$$F(z+d)=F(z)+Jd+O(\|d\|^2)=r+O(\|d\|^2).$$

In exact arithmetic, the residual left after a sufficiently small step is therefore close to $r$, which need not be zero. Rounding adds its own contribution. The update says nothing about $r$.

If the linear system is solved exactly, $r=0$ and the position is better. Let $z_*$ be a root with invertible Jacobian and $e=z_*-z$ the error. Expanding $0=F(z_*)=F(z)+Je+O(\|e\|^2)$ and multiplying by $J^{-1}$ gives

$$e=-J^{-1}F(z)+O(\|e\|^2)=d+O(\|e\|^2).$$

Near such a root, a small, full, exactly solved step is good evidence of a small error, in the norm used for the step.

Row scaling needs the same care. Multiply the equations by an invertible diagonal matrix $R$. The exact step obeys $RJd=-RF$, and multiplication by $R^{-1}$ restores $Jd=-F$. Poor row scaling thus leaves the exact step unchanged, apart from rounding. With an inexact solve it can do harm, because it changes the norm that decides when the solve may stop.

### The equations

Take a film of thickness $t_s$ and permittivity $\varepsilon_s$, thin enough for the potential $\psi$ to be uniform across it. The gate lies behind an oxide of thickness $t_{ox}$ and permittivity $\varepsilon_{ox}$; no field leaves the other surface. The oxide field is taken as vertical. Gauss's law per unit area gives

$$\varepsilon_s t_s\psi''+\varepsilon_{ox}\frac{\psi_G-\psi}{t_{ox}}+qt_s(N_d-n)=0 .$$

Here $\psi_G$ is the gate potential measured from the flat-band value of a film doped like the contacts, so the oxide field vanishes where $\psi=\psi_G$. (A more lightly doped channel has its own flat band at a lower $\psi_G$; for the channel used below it is −0.12 V.) $N_d$ is the donor density and $n$ the electron density. Dividing by $\varepsilon_st_s$,

$$\psi''-\frac{\psi-\psi_G}{\lambda^2}+\frac{q}{\varepsilon_s}(N_d-n)=0,\qquad \lambda^2=\frac{\varepsilon_st_st_{ox}}{\varepsilon_{ox}} .$$

The gate term is absent in the contact regions. With a 30 nm film of relative permittivity 10 and 100 nm of oxide of relative permittivity 3.9, $\lambda=88$ nm.

Let $V_T=k_BT/q$, $p=\psi/V_T$ and $s=e^{-\varphi/V_T}$, where $\varphi$ is the electron quasi-Fermi potential. For Boltzmann statistics $n=N_0e^ps$, with $N_0$ the contact donor density. At the source $p=0$ and $s=1$. At the drain $p=V_D/V_T$ and $s=s_D=e^{-V_D/V_T}$, so $n=N_0$ at both ends.

Count current as positive when it enters at the drain. For width $W$ and mobility $\mu$, $I=Wt_sq\mu n\varphi'$. Since $\varphi'=-V_Ts'/s$ and $D=\mu V_T$,

$$I=-Wt_sqDN_0e^ps' .$$

Without net generation, $I$ is constant in the steady state. Multiply by $e^{-p}$ and integrate over a cell of length $h$, on which $p$ is taken as linear with $u=p_{i+1}-p_i$:

$$I\int_{x_i}^{x_{i+1}}e^{-p}\,dx=I\,h\,e^{-p_i}\frac{1-e^{-u}}{u}=Wt_sqDN_0(s_i-s_{i+1}).$$

With $K=Wt_sqDN_0/h$ and $B(u)=u/(e^u-1)$, so that $B(-u)=u/(1-e^{-u})$, this is the Scharfetter-Gummel current:

$$I_{i+1/2}=A_{i+1/2}(s_i-s_{i+1}),\qquad A_{i+1/2}=Ke^{p_i}B(-u).$$

The continuity row is $C_i=I_{i+1/2}-I_{i-1/2}$. Each face acts as a conductance $A$ in a series chain.

### How the solver stops too early

Write $P$ for the Poisson rows and $C$ for the continuity rows. I reproduced your case with a linear solver that alternates between two blocks:

$$J_{Pp}\,\delta p=-P-J_{Ps}\,\delta s,\qquad J_{Cs}\,\delta s=-C-J_{Cp}\,\delta p .$$

It begins with $\delta s=0$, solves the Poisson block, and stops as soon as $\|F+Jd\|\le\eta\|F\|$ with $\eta=10^{-3}$.

The Jacobian entries follow by differentiation. In a Poisson row, the derivative with respect to $p_i$ is $-2V_T/h^2-V_T/\lambda^2-qn_i/\varepsilon_s$ under the gate, and each neighbour contributes $V_T/h^2$. The derivative with respect to $s_i$ is $-qN_0e^{p_i}/\varepsilon_s$. For the current, $\ln B(-u)=\ln u-\ln(1-e^{-u})$ has the derivative

$$t(u)=\frac1u-\frac1{e^u-1},$$

so $\partial I_{i+1/2}/\partial p_{i+1}=tI_{i+1/2}$ and $\partial I_{i+1/2}/\partial p_i=(1-t)I_{i+1/2}$. The derivatives with respect to $s_i$ and $s_{i+1}$ are $\pm A_{i+1/2}$. Central differences of the residuals agree with these blocks to $4\times10^{-9}$ in relative norm.

The initial guess has $s=1$ on the source half and $s=s_D$ on the drain half. All faces then carry zero current except the one at the step. That face, with current $I_{false}$, enters two continuity rows with opposite signs, so

$$\|C\|=\sqrt2\,I_{false}=1.5\times10^{-13}\ \text{A}.$$

At the accepted state the Poisson norm is 34 V/m². This is rounding noise: a potential of 0.56 V, rounded at a relative $10^{-16}$ and divided by $h^2=2.5\times10^{-17}$ m², gives about 2 V/m² per row, or tens of V/m² over 279 rows. The solver may stop at a misfit of $10^{-3}\times34=0.034$. The continuity misfit, numerically $1.5\times10^{-13}$, passes unseen even though the current balance is completely wrong.

The verdict depends on the choice of units. Divide the continuity rows by the cell volume,

$$Wt_sh=(10^{-5})(3\times10^{-8})(5\times10^{-9})=1.5\times10^{-21}\ \text{m}^3 .$$

The same error then reads $10^8$ A/m³ and dominates the combined norm. At this state the solver could then not have stopped after the Poisson block. Neither number is a physical measure of convergence, because both norms add unlike quantities.

More iterations do not help while the units, the solver and the floating-point precision stay fixed. Rounding holds the Poisson norm at tens of V/m²; in exact arithmetic it would keep falling until the stopping test noticed the continuity misfit. Five further steps gave updates of at most $5\times10^{-14}$, and the current remained discontinuous. An exact Newton step from the same state, by contrast, changes $s$ by 0.50. Dividing each row by its largest entry altered that exact step by only $4\times10^{-15}$. The reported update was tiny because half of the linear problem had been left unsolved.

The mixed-unit norm permits this failure but does not force it. It occurs here because the solver can stop before it has touched $s$. A Krylov solver preconditioned with both diagonal blocks changes $s$ in its first search direction; on this problem it reaches the true current with the same units, guess and $\eta$. Its stopping test is just as blind to the continuity rows, so the checks below are still needed.

### The true current and the false one

The example has a 1000 nm channel between two 200 nm contact regions, a width of 10 µm, $h=5$ nm, $T=300$ K and $\mu=10$ cm²/Vs. The donor densities are $10^{18}$ cm⁻³ in the contacts and $10^{16}$ cm⁻³ in the channel. The gate potential, as defined above, is $\psi_G=-0.70$ V and the drain is at 0.10 V, so $s_D=0.0209$.

Far from the contacts, $\psi''$ and $n$ are negligible in Poisson's equation. The potential there is

$$\psi=\psi_G+\frac{qN_d\lambda^2}{\varepsilon_s}=-0.70+0.139=-0.561\ \text{V}.$$

The computed mid-channel barrier is 0.557 eV, slightly lower because the channel is finite. The reference density is $n_{mid}=N_0e^{p_{mid}}=4.39\times10^8$ cm⁻³.

To find the current, integrate $Ie^{-p}=-Wt_sqDN_0s'$ from source to drain:

$$I=\frac{Wt_sqDN_0(1-s_D)}{\int e^{-p}dx}=\frac{Wt_sqDn_{mid}(1-s_D)}{L_{eff}},\qquad L_{eff}=\int e^{p_{mid}-p}\,dx .$$

The length $L_{eff}$ measures the part of the channel that limits the current. Here it is 417 nm, less than the channel length because the barrier falls towards both ends. With $D=10\times0.02585=0.2585$ cm²/s and $Wt_s=3\times10^{-9}$ cm²,

$$I=\frac{(3\times10^{-9})(1.602\times10^{-19})(0.2585)(4.39\times10^8)(0.979)}{4.17\times10^{-5}}\ \text{A}=1.28\times10^{-15}\ \text{A}.$$

In the false state, the whole drop in $s$ falls across one cell. Near the top of the barrier $u$ is small, so $B(-u)\approx1$ and

$$I_{false}\approx\frac{Wt_sqDn_{mid}(1-s_D)}{h},\qquad \frac{I_{false}}{I}\approx\frac{L_{eff}}{h}=83.5 .$$

The computed ratio is 83.4. Your mid-channel current is therefore neither noise nor an estimate of the drain current. For this type of guess it varies as $1/h$, so a finer grid makes it larger.

The zero terminal currents also follow from the guess, since $s$ is constant near both contacts. Equal source and drain currents are necessary for a steady solution without gate current, but they are not sufficient.

### Scaling the rows by physics

Each face of the series chain obeys $s_i-s_{i+1}=I/A_{i+1/2}$. Summing over all faces gives a natural current scale for the present potential:

$$I_{ref}=\frac{1-s_D}{\sum_i1/A_{i+1/2}} .$$

Divide the continuity rows by $I_{ref}$ and the Poisson rows by $V_T/h^2$. At the false state the continuity norm becomes about $\sqrt2\times83.4=118$, and the solver must now treat the continuity block.

I restarted from the false state with the same block solver, $\eta$ and update tolerance, changing only the row scaling. The updates were $5.0\times10^{-1}$, $4.1\times10^{-8}$ and $2.4\times10^{-14}$. The first moves $s$ from a step to a gradual fall across the barrier. Its expected size is about $(1-s_D)/2=0.49$, because $s$ near mid-channel must lie about halfway between its end values.

The drain current is then $1.28\times10^{-15}$ A, and separate quadrature of the integral above gives the same value. An exact Newton step at this state is $2\times10^{-14}$, so here a small update does accompany a solution. Halving the grid spacing changes the current by 0.12%; further refinement brings the total shift to about 0.16% and moves $L_{eff}$ from 417 to 418 nm. This discretisation error is a separate matter from solver convergence.

### A second trap: scaling of the variables

Suppose the unknown is $n$ and its update is measured against the contact density $N_0$. A change that looks negligible may then be large in the depleted channel.

Using $B(-u)=e^uB(u)$, rewrite the face current in terms of densities:

$$I_{i+1/2}=\frac K{N_0}\left[n_iB(-u)-n_{i+1}B(u)\right].$$

Hold $p$ fixed and add an error $eN_0$ to the density at one mid-channel node $m$. The current on its left changes by $-KeB(u_-)$ and the current on its right by $+KeB(-u_+)$, where $u_-$ and $u_+$ belong to the left and right cells. Both $u$ are small there, so the difference between the two currents is

$$\Delta I=Ke[B(-u_+)+B(u_-)]\approx2Ke .$$

Since $Wt_sqD=Kh/N_0$, the true current is $I=K(n_{mid}/N_0)(h/L_{eff})(1-s_D)$. Division gives

$$\frac{\Delta I}{I}\approx\frac{2e}{1-s_D}\,\frac{N_0}{n_{mid}}\,\frac{L_{eff}}h .$$

For the example, the factor multiplying $e$ is

$$\frac{2(2.28\times10^9)(83.5)}{0.979}=3.9\times10^{11}.$$

An error of $10^{-12}$ of the contact density breaks continuity by 39% of the current. Direct evaluation of the perturbed face currents gives the same figure. To hold the jump to 1%, this one-node error must stay below $2.6\times10^{-14}$ of $N_0$.

Measuring the error against a density typical of the channel, such as $n_{mid}$, helps, but does not remove the grid factor. The same error is $2.3\times10^{-3}$ of $n_{mid}$, and $2L_{eff}/[h(1-s_D)]=170$ turns it into 39%.

Two limits show when the danger changes. With the channel as dense as the contacts and $V_D\ll V_T$, $N_0/n_{mid}$ is near one, but the grid and bias factors remain. As $V_D\to0$, $1-s_D\approx V_D/V_T$ and the relative jump diverges because the true current vanishes. At equilibrium, continuity must therefore be judged against an absolute current that matters for the device.

Rounding sets a related floor. In the contacts, the density formula subtracts two terms of size $K$ to obtain $I$, and $K/I\approx1.9\times10^{11}$. One relative rounding of $2\times10^{-16}$ becomes about $4\times10^{-5}$ of the current. The computed spread was $1.8\times10^{-4}$, the size of a few such roundings.

Writing the current with $s_i-s_{i+1}$ does not by itself avoid this loss: near the source $s$ is close to 1, and neighbouring values differ by only $I/K\approx5\times10^{-12}$. I therefore stored $s$ as its contact value plus a small departure, and took differences of the departures, so that tiny differences near both contacts survived. The spread was then $1.3\times10^{-14}$.

### What to check

For a steady state without net generation, evaluate all face currents and form

$$S=\frac{\max I-\min I}{\max|I|} .$$

Your state has $S=1$. Require a small $S$, a small Poisson residual on its own physical scale, and a small update in suitably scaled variables. None replaces the others: a uniform current can flow in a wrong potential, and a correct potential can accompany a wrong current.

With recombination, the difference between neighbouring face currents must match $q$ times the net recombination rate integrated over the cell volume. In a transient, the rate of change of the stored electron charge also enters this balance. $S$ must then be replaced by the residual of that full balance.

### How far the example resembles a real device

The mobility, film thickness and channel length are rough values in the regime of amorphous In-Ga-Zn-O transistors. The contact doping was kept moderate so that Boltzmann statistics would serve; real contact regions may be doped more heavily. The current, $1.3\times10^{-16}$ A per µm of width, belongs to this model and is not a prediction for a given device.

The model also assumes that there is no deep trapped charge, and the current is sensitive to this. A density of $10^{16}$ cm⁻³ shifts the long-channel potential by 0.139 V, which alters the barrier factor of a long channel by about 220, up or down according to its sign. The current of this finite channel changes by a similar, somewhat smaller factor. At fixed barrier, heating by 10 K doubles the barrier factor. A rough band tail of $10^{20}$ cm⁻³eV⁻¹ at the band edge, with a 15 meV slope, leaves 68% of the contact electrons free and lowers the current in that proportion at fixed potential.

The vertical oxide field is also a rough assumption here, because $\lambda$ is shorter than the oxide is thick. In a two-dimensional treatment the contacts reach further into the channel, which lowers the barrier and raises the current.

Other estimates are smaller. Contact degeneracy shifts the Fermi level by about 2 meV for an effective mass of 0.34 electron masses. An assumed oxide resistivity of $10^{15}$ Ω cm gives at most $7\times10^{-18}$ A of gate leakage, 0.5% of the drain current. This bound puts 0.70 V across the oxide everywhere. The actual drop reaches 0.76 V at the drain end of the gate, but it falls to about 0.14 V in mid-channel and averages about 0.24 V along the channel. Tunnelling through the whole barrier at the contact band edge has an exponent near 4000, against 21.5 for thermal activation. The peak lateral field is about 0.08 MV/cm (0.075 on the 5 nm grid, which does not resolve the contact Debye length of about 4 nm, and 0.083 on a much finer grid); any dependence of mobility on field or carrier density is left out.

The central half of the channel holds $5\times10^{-5}$ electrons on average, so density and current must be read as time averages. These effects can change the value of the current greatly. They do not excuse a solution of the stated steady equations whose current differs from face to face. The full set of values is in the numerical output below.

## Numbers as computed

```
Temperature: 300 K
Thermal voltage: 25.85 mV
Mobility: 10 cm2/Vs
Film relative permittivity: 10
Oxide relative permittivity: 3.9
Film thickness: 30 nm
Oxide thickness: 100 nm
Channel length: 1000 nm
Each contact length: 200 nm
Width: 1e+04 nm
Contact donors: 1e+18 cm^-3
Channel donors: 1e+16 cm^-3
Gate potential from flat band: -0.7 V
Drain voltage: 0.1 V
Drain value of s: 0.0209
Gate screening length: 87.71 nm
Grid spacing: 5 nm
Linear-solver factor eta: 0.001
Update tolerance: 1e-10
Raw run, last 4 updates: 1.5e-02 5.6e-05 7.8e-10 1.1e-14
Raw run, iterations: 7
Raw total residual, end/start: 6.841e-16
Raw end Poisson norm: 34.16 V/m^2
Raw end continuity norm: 1.511e-13 A
Raw source current: 0 A
Raw drain current: 0 A
Raw mid-channel current: 1.068e-13 A
Raw relative current spread: 1
Largest update in 5 more raw steps: 4.644e-14
Exact update at raw end: 0.4958
Exact-step change by row scaling: 4.33e-15
Scaled run updates: 5.0e-01 4.1e-08 2.4e-14
Scaled run drain current: 1.281e-15 A
Scaled relative current spread: 1.309e-14
Current by quadrature: 1.281e-15 A
Exact update at scaled end: 1.842e-14
Effective barrier length: 417.3 nm
False mid current / true current: 83.43
Effective length / spacing: 83.46
Mid-channel barrier: 0.557 eV
Reference density n_mid: 4.392e+08 cm^-3
Density error / contact density: 1e-12
Resulting current jump / current: 0.3881
Density-error amplification: 3.881e+11
Density error for 1% jump: 2.576e-14
Rounding spread, density form: 0.0001823
Current change at half spacing: 0.1222 %
Largest Jacobian test error: 3.586e-09
Neglected contact degeneracy shift: 1.837 meV
Free fraction with rough tail: 0.6847
Shift by 1e16 cm^-3 deep charge: 0.1392 V
Current factor of that shift: 217.9
Barrier factor for +10 K: 2.004
Peak lateral field: 0.0751 MV/cm
Direct tunnelling exponent: 3989
Rough gate leakage: 7e-18 A
Mean electrons, central half channel: 4.581e-05
```
